# Local-energy distribution of an exponential trial function for a one-electron atom: a program that tests the result

```python
# Hydrogen, H = -Laplacian/2 - 1/r (hartree, bohr); trial psi ~ exp(-a r).
# Symbols: c = a-1, Einf = -a^2/2, beta = 2a|c|, x = |E_L - Einf|,
# lam = lower bound to the first excited level E1, E0 = ground level.
# Under test: E_L = Einf + c/r; E = a^2/2 - a; var = a^2 (a-1)^2;
# density P(x) = beta^3/2 x^-4 exp(-beta/x); Temple E0 >= T = E - var/(lam-E)
# for E < lam <= E1; T + 1/2 = -c^2 (13+32c+20c^2)/(6-8c^2) at lam = -1/8;
# ns overlaps c_n = 8 a^1.5 n^-1.5 c (a-1/n)^(n-2)/(a+1/n)^(n+2).
import numpy as np, sympy as sp, mpmath as mp
from math import factorial
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammainc, gammaincc, gamma, eval_genlaguerre, roots_laguerre
from scipy.linalg import eigh
from scipy.stats import kstest
from scipy.constants import physical_constants

EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(7)
def out(label, v, unit=''):
    print(f"{label}: {v:.6g} {unit}".rstrip())

# ---- symbolic: Cartesian Laplacian, moments, delta term
X, Y, W = sp.symbols('X Y W', real=True)
A, Z, R = sp.symbols('A Z R', positive=True)
rho = sp.sqrt(X**2 + Y**2 + W**2)
psi = sp.exp(-A*rho)
EL_cart = -sum(sp.diff(psi, q, 2) for q in (X, Y, W))/(2*psi) - Z/rho
EL_cart_num = sp.lambdify((X, Y, W, A, Z), EL_cart, 'numpy')
pts = rng.normal(size=(3, 200))
for aa, zz in ((0.8, 1.0), (1.7, 3.0)):
    ref = -aa**2/2 + (aa - zz)/np.linalg.norm(pts, axis=0)
    assert np.allclose(EL_cart_num(*pts, aa, zz), ref, rtol=1e-11, atol=1e-11)
EL_rad = sp.expand(sp.simplify(EL_cart.subs({Y: 0, W: 0}).subs(X, R)))
avg = lambda g: sp.integrate(sp.expand(4*A**3*R**2*g*sp.exp(-2*A*R)), (R, 0, sp.oo))
m1, m2 = avg(EL_rad), avg(EL_rad**2)
assert sp.simplify(m1 - (A**2/2 - A*Z)) == 0
assert sp.simplify(m2 - m1**2 - A**2*(A - Z)**2) == 0
assert sp.simplify(avg(1/R) - A) == 0 and sp.simplify(avg(1/R**2) - 2*A**2) == 0
Hrad = lambda g: -sp.diff(R*g, R, 2)/(2*R) - g/R
pointwise = avg(sp.simplify(Hrad(Hrad(sp.exp(-A*R)))*sp.exp(A*R)))
missing = sp.simplify(m2.subs(Z, 1) - pointwise)
assert sp.simplify(missing - 2*A**3*(A - 1)) == 0
EL = sp.lambdify((R, A), EL_rad.subs(Z, 1), 'numpy')

# ---- definitions by quadrature
p = lambda r, a: 4*a**3*r*r*np.exp(-2*a*r)
def moments(a):
    I = lambda g: quad(lambda r: p(r, a)*g(r), 0, 60/a, epsabs=1e-14, epsrel=1e-12, limit=200)[0]
    e = I(lambda r: EL(r, a))
    return e, I(lambda r: (EL(r, a) - e)**2)
def radius(x, a):
    return brentq(lambda r: abs(EL(r, a) + a*a/2) - x, 1e-10, 1e5, xtol=1e-18, rtol=1e-14, maxiter=500)
def tail_def(x, a):
    return quad(p, 0, radius(x, a), args=(a,), epsabs=0, epsrel=1e-12)[0]
def dens_def(x, a):
    h = 1e-4*x
    return (tail_def(x - h, a) - tail_def(x + h, a))/(2*h)
dens = lambda x, b: b**3/2*x**-4*np.exp(-b/x)
temple = lambda e, v, lam: e - v/(lam - e)

for a in (0.5, 0.8, 1.2, 1.6):
    b = 2*a*abs(a - 1)
    for x in b*np.array([0.15, 0.25, 1.0, 10.0, 1000.0]):
        assert abs(dens_def(x, a)/dens(x, b) - 1) < 1e-5
        assert abs(tail_def(x, a)/gammainc(3, b/x) - 1) < 1e-9
    assert abs(tail_def(1000*b, a)/(1e-9/6) - 1) < 2e-3
    assert abs(np.log2(dens_def(2000*b, a)/dens_def(1000*b, a)) + 4) < 2e-3
    assert np.all(np.sign(EL(np.logspace(-3, 2, 50), a) + a*a/2) == np.sign(a - 1))
    for k in (-1, 0.5, 1, 2):
        mk = quad(lambda r: p(r, a)*abs(EL(r, a) + a*a/2)**k, 0, 60/a, limit=200)[0]
        assert abs(mk/(b**k*gamma(3 - k)/2) - 1) < 1e-6
    shell = lambda k: quad(lambda r: p(r, a)*abs(EL(r, a) + a*a/2)**k,
                           radius(1e4*b, a), radius(1e3*b, a), epsabs=0, epsrel=1e-10)[0]
    assert abs(shell(3)/(b**3/2*np.log(10)) - 1) < 2e-3
    assert abs(shell(4)/(b**3/2*9e3*b) - 1) < 2e-3

# ---- Laguerre basis for the s channel
def basis(N, a, zeta=0.7):
    t, w = roots_laguerre(50)
    k = np.arange(N)[:, None]
    nrm = 1/np.sqrt((k + 1)*(k + 2))
    L = nrm*eval_genlaguerre(k, 2, t)
    dL = -nrm*np.where(k > 0, eval_genlaguerre(np.maximum(k - 1, 0), 3, t), 0.0)
    F, dF = t*L, L*(1 - t/2) + t*dL
    S = (F*w) @ F.T
    H = 2*zeta**2*(dF*w) @ dF.T - 2*zeta*(F*w/t) @ F.T
    r = t/(2*zeta)
    cv = (F*w) @ (2*a**1.5*r*np.exp(-a*r + t/2))/np.sqrt(2*zeta)
    assert np.allclose(S, np.eye(N), atol=1e-8)
    e = cv @ H @ cv
    return eigh(H, S, eigvals_only=True), e, (H @ cv) @ (H @ cv) - e*e
levels, e30, v30 = basis(30, 0.8)
_, e15, v15 = basis(15, 0.8)
E0, E1 = levels[:2]
assert abs(E0 + 0.5) < 1e-8 and abs(E1 + 0.125) < 1e-8
lam = -1/8

# ---- Temple: random matrices, then hydrogen
for _ in range(300):
    M = rng.normal(size=(8, 8)); M = M + M.T
    ev, V = np.linalg.eigh(M)
    v = V[:, 0] + 0.1*rng.normal(size=8); v /= np.linalg.norm(v)
    e = v @ M @ v; s2 = (M @ v) @ (M @ v) - e*e
    if e < ev[1]:
        assert temple(e, s2, (e + ev[1])/2) <= temple(e, s2, ev[1]) <= ev[0] + 1e-10
lo = brentq(lambda a: moments(a)[0] - lam, 0.05, 1.0)
hi = brentq(lambda a: moments(a)[0] - lam, 1.0, 3.0)
assert abs(lo - (1 - 3**0.5/2)) < 1e-9 and abs(hi - (1 + 3**0.5/2)) < 1e-9
for a in np.linspace(lo + 0.01, hi - 0.01, 40):
    e, s2 = moments(a); c = a - 1; T = temple(e, s2, lam)
    closed = -0.5 - c*c*(13 + 32*c + 20*c*c)/(6 - 8*c*c)
    assert abs(T - closed) < 1e-8*(1 + abs(T)) and T < E0 < e
ratio = np.mean([(-0.5 - temple(*moments(a), lam))/(moments(a)[0] + 0.5) for a in (0.99, 1.01)])
assert abs(ratio - 13/3) < 5e-3
a_fail = brentq(lambda a: temple(*moments(a), 0.0) - E0, 0.2, 0.6)
assert abs(a_fail - 0.4) < 1e-6 and temple(*moments(0.3), 0.0) > E0
assert temple(*moments(2.0), lam) > moments(2.0)[0]

# ---- spectral decomposition at a = 0.8
a = 0.8; c = a - 1; b = 2*a*abs(c); E, var = moments(a); T = temple(E, var, lam)
n = np.arange(2, 200001, dtype=float)
cn = 8*a**1.5*n**-1.5*c*np.exp((n - 2)*np.log(a - 1/n) - (n + 2)*np.log(a + 1/n))
cn = np.concatenate(([8*a**1.5/(a + 1)**3], cn))
En = -0.5/np.arange(1, 200001, dtype=float)**2
for m in range(1, 6):
    Rn = lambda r: 2/m**2*np.sqrt(factorial(m - 1)/factorial(m))*np.exp(-r/m)*eval_genlaguerre(m - 1, 1, 2*r/m)
    assert abs(quad(lambda r: (r*Rn(r))**2, 0, 300, limit=200)[0] - 1) < 1e-8
    assert abs(Rn(0.0)**2 - 4/m**3) < 1e-12
    assert abs(quad(lambda r: Rn(r)*2*a**1.5*r*r*np.exp(-a*r), 0, 80, limit=200)[0] - cn[m - 1]) < 1e-9
wk = lambda k: 64*a**3*c*c*np.exp(-4/k*np.arctan(k/a))/(-np.expm1(-2*np.pi/k))/(a*a + k*k)**4
tg, wg = np.polynomial.legendre.leggauss(80); rg = 22.5*(tg + 1)
uk = np.array([float(mp.re(mp.coulombf(0, -1, float(q)))) for q in rg])*np.sqrt(2/np.pi)
amp = 22.5*np.sum(wg*uk*2*a**1.5*rg*np.exp(-a*rg))
assert abs(amp**2/wk(1.0) - 1) < 1e-6
cont = lambda g: quad(lambda k: wk(k)*k*g(k*k/2), 0, np.inf, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
bound = lambda g: np.sum(cn**2*g(En))
one, ident, sq = (lambda e: 1 + 0*e), (lambda e: e), (lambda e: (e - E)**2)
slack = lambda e: (e + 0.5)*(e - lam)/(lam - E)
for g, target in ((one, 1.0), (ident, E), (sq, var), (slack, -0.5 - T)):
    assert abs(bound(g) + cont(g) - target) < 1e-8
assert cont(sq)/var > 0.8 and cont(slack)/(-0.5 - T) > 0.9
assert abs(e30 - E) < 1e-8 and abs(e15 - E) < 1e-8 and v15 < v30 < var
mode = minimize_scalar(lambda x: -dens_def(x, a), bounds=(0.04, 0.3), method='bounded').x
assert abs(mode/(b/4) - 1) < 1e-3

# ---- sampling of |psi|^2
Ns = 100000
d = rng.normal(size=(3, Ns)); d *= rng.gamma(3, 1/(2*a), Ns)/np.linalg.norm(d, axis=0)
els = EL_cart_num(*d, a, 1.0)
assert kstest(-a*a/2 - els, lambda x: gammaincc(3, b/x)).statistic < 2.5/np.sqrt(Ns)
assert abs(els.mean() - E) < 5*np.sqrt(var/Ns)
def spread(N, reps):
    s = np.array([(lambda y: (y.mean(), y.var()))(EL(rng.gamma(3, 1/(2*a), N), a)) for _ in range(reps)])
    q = np.percentile(s, [25, 75], axis=0)
    return q[1] - q[0]
expo = np.log(spread(50000, 400)/spread(500, 4000))/np.log(100)
assert -0.56 < expo[0] < -0.40 and expo[1] > -0.36

# ---- output
out("E0 (30 Laguerre functions, zeta=0.7)", E0, "hartree"); out("E0", E0*EV, "eV")
out("E1 (same basis)", E1, "hartree"); out("lambda", lam, "hartree")
out("window lower edge a", lo, "1/bohr"); out("window upper edge a", hi, "1/bohr")
for aa in (0.8, 1.2):
    e, s2 = moments(aa); bb = 2*aa*abs(aa - 1); t = temple(e, s2, lam); s = f"a={aa} "
    out(s + "Einf", -aa*aa/2, "hartree"); out(s + "E", e, "hartree"); out(s + "E", e*EV, "eV")
    out(s + "variance", s2, "hartree^2"); out(s + "sigma", s2**0.5, "hartree")
    out(s + "beta", bb, "hartree"); out(s + "tail coefficient beta^3/2", bb**3/2, "hartree^3")
    out(s + "lambda-E", lam - e, "hartree"); out(s + "var/(lambda-E)", e - t, "hartree")
    out(s + "Temple T", t, "hartree"); out(s + "Temple T", t*EV, "eV")
    out(s + "E0-T", E0 - t, "hartree"); out(s + "var/(E-E0)", s2/(e - E0), "hartree")
print("-- a=0.8 details --")
out("E-E0", E - E0, "hartree"); out("mode of x", mode, "hartree")
out("Prob(x>1 hartree) exact", tail_def(1.0, a)); out("Prob(x>1 hartree) beta^3/6", b**3/6)
out("log slope of P at x~1000 beta", np.log2(dens_def(2000*b, a)/dens_def(1000*b, a)))
out("Prob(E_L<E0)", tail_def(-a*a/2 - E0, a))
out("delta term 2a^3 c", float(missing.subs(A, a)), "hartree^2")
out("weight 1s", cn[0]**2); out("weight 2s", cn[1]**2)
out("weight ns n>=3", np.sum(cn[2:]**2)); out("weight continuum", cont(one))
out("variance share continuum", cont(sq)/var)
out("E0-T from bound n>=3", bound(slack), "hartree"); out("E0-T from continuum", cont(slack), "hartree")
out("matrix variance N=15", v15, "hartree^2"); out("matrix variance N=30", v30, "hartree^2")
out("IQR exponent of mean, N=500->50000", expo[0]); out("IQR exponent of variance", expo[1])
print("-- limit and misuse --")
out("(E0-T)/(E-E0), mean of a=0.99,1.01", ratio)
e3, s3 = moments(0.3)
out("a=0.3 E", e3, "hartree"); out("a=0.3 variance", s3, "hartree^2")
out("a=0.3 T with lambda=-1/8", temple(e3, s3, lam), "hartree")
out("a=0.3 T with false lambda=0", temple(e3, s3, 0.0), "hartree")
out("lambda=0 fails below a", a_fail, "1/bohr")
out("a=2 formula value with E>lambda", temple(*moments(2.0), lam), "hartree")
print("checks complete")
```

Running it gives:

```
E0 (30 Laguerre functions, zeta=0.7): -0.5 hartree
E0: -13.6057 eV
E1 (same basis): -0.125 hartree
lambda: -0.125 hartree
window lower edge a: 0.133975 1/bohr
window upper edge a: 1.86603 1/bohr
a=0.8 Einf: -0.32 hartree
a=0.8 E: -0.48 hartree
a=0.8 E: -13.0615 eV
a=0.8 variance: 0.0256 hartree^2
a=0.8 sigma: 0.16 hartree
a=0.8 beta: 0.32 hartree
a=0.8 tail coefficient beta^3/2: 0.016384 hartree^3
a=0.8 lambda-E: 0.355 hartree
a=0.8 var/(lambda-E): 0.0721127 hartree
a=0.8 Temple T: -0.552113 hartree
a=0.8 Temple T: -15.0238 eV
a=0.8 E0-T: 0.0521127 hartree
a=0.8 var/(E-E0): 1.28 hartree
a=1.2 Einf: -0.72 hartree
a=1.2 E: -0.48 hartree
a=1.2 E: -13.0615 eV
a=1.2 variance: 0.0576 hartree^2
a=1.2 sigma: 0.24 hartree
a=1.2 beta: 0.48 hartree
a=1.2 tail coefficient beta^3/2: 0.055296 hartree^3
a=1.2 lambda-E: 0.355 hartree
a=1.2 var/(lambda-E): 0.162254 hartree
a=1.2 Temple T: -0.642254 hartree
a=1.2 Temple T: -17.4766 eV
a=1.2 E0-T: 0.142254 hartree
a=1.2 var/(E-E0): 2.88 hartree
-- a=0.8 details --
E-E0: 0.02 hartree
mode of x: 0.0800005 hartree
Prob(x>1 hartree) exact: 0.00430444
Prob(x>1 hartree) beta^3/6: 0.00546133
log slope of P at x~1000 beta: -3.99928
Prob(E_L<E0): 0.263436
delta term 2a^3 c: -0.2048 hartree^2
weight 1s: 0.963418
weight 2s: 0.0200851
weight ns n>=3: 0.00547372
weight continuum: 0.0110229
variance share continuum: 0.844566
E0-T from bound n>=3: 0.000609864 hartree
E0-T from continuum: 0.0515028 hartree
matrix variance N=15: 0.0219429 hartree^2
matrix variance N=30: 0.0237124 hartree^2
IQR exponent of mean, N=500->50000: -0.477503
IQR exponent of variance: -0.300694
-- limit and misuse --
(E0-T)/(E-E0), mean of a=0.99,1.01: 4.33458
a=0.3 E: -0.255 hartree
a=0.3 variance: 0.0441 hartree^2
a=0.3 T with lambda=-1/8: -0.594231 hartree
a=0.3 T with false lambda=0: -0.427941 hartree
lambda=0 fails below a: 0.4 1/bohr
a=2 formula value with E>lambda: 32 hartree
checks complete
```
